\section*{Double counting in GW+EDMFT and in DFT+DMFT, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The functional and its local part}

Q. In DFT+DMFT one adds a local self-energy to a Kohn--Sham band structure and then argues about what to take away again. You tell me that GW+EDMFT has no such argument. I suspect it has merely been hidden. Before anything else, what system do you treat, and with what conventions?

A. I take electrons with a density--density interaction, written as a Grassmann integral. An index $i$ stands for a point in space and imaginary time, $i=(r,\tau)$. Both are discrete and finite, so that every trace is a finite sum. The state is paramagnetic, and ``tr'' runs over $i$ only, so the spin sum appears as an explicit factor 2. Hartree atomic units are used. The action and the generating function are
\begin{equation}
S=-\sum_{\sigma,ij}\bar c_{i\sigma}\,(G_0^{-1})_{ij}\,c_{j\sigma}
+\tfrac12\sum_{ij}n_i v_{ij}n_j,\qquad
\Omega=-\ln\!\int\! e^{-S},
\end{equation}
with $n_i=\sum_\sigma\bar c_{i\sigma}c_{i\sigma}$. The Grassmann product $n_in_j$ represents the normal-ordered interaction. $\Omega$ is $\beta$ times the grand potential. The matrices $G_0^{-1}$ and $v=v^{T}$ are treated as free sources, so $v$ may be retarded. I define
\begin{equation}
G_{ij}=-\langle c_{i\sigma}\bar c_{j\sigma}\rangle,\qquad
\langle n_i\rangle=2G_{ii},\qquad
\chi_{ij}=\langle n_in_j\rangle-\langle n_i\rangle\langle n_j\rangle ,
\end{equation}
where $G_{ii}$ means the value at $\tau=0^-$. From now on $n_i$ outside an average means $2G_{ii}$. Since $d\Omega=\langle dS\rangle$ and $\langle\bar c_ic_j\rangle=-\langle c_j\bar c_i\rangle=G_{ji}$,
\begin{equation}
d\Omega=-2\,\mathrm{tr}(G\,dG_0^{-1})+\tfrac12\sum_{ij}(\chi_{ij}+n_in_j)\,dv_{ij}.
\label{dOmega}
\end{equation}
An added term $\phi_jn_j$ in $S$ changes the density by $\delta n=-\chi\phi$, so the total Hartree potential is $\phi+v\,\delta n=(1-v\chi)\phi$. For the potential of a test charge, $\phi=v$, this is the screened interaction. Polarization and self-energy are defined by Dyson equations:
\begin{align}
W&=v-v\chi v, & P&=v^{-1}-W^{-1},\\
\Sigma&=G_0^{-1}-G^{-1}=\Sigma_H+\Sigma^{xc}, & (\Sigma_H)_{ij}&=\delta_{ij}\textstyle\sum_k v_{ik}n_k .
\end{align}

Q. The $\Psi$ functional is said to depend on $G$ and $W$ alone. Yet everything you have written depends on $G_0$ and $v$. Why should they drop out?

A. Because of how $\Psi$ is defined. Take the explicit function
\begin{align}
F={}&2\,\mathrm{tr}\ln(-G)-2\,\mathrm{tr}\big[(G_0^{-1}-G^{-1})G\big]+\tfrac12\,nvn\nonumber\\
&-\tfrac12\,\mathrm{tr}\ln(Wv^{-1})+\tfrac12\,\mathrm{tr}(v^{-1}W-1)
\label{F}
\end{align}
of four independent matrices, and set $\Psi=\Omega-F$ with the true $G$ and $W$ inserted. I vary the four arguments in turn, using $d\,\mathrm{tr}\ln M=\mathrm{tr}(M^{-1}dM)$ and $d(v^{-1})=-v^{-1}dv\,v^{-1}$. The term $\mathrm{tr}(G^{-1}G)$ is a constant. The variation of $G_0^{-1}$ gives $-2\,\mathrm{tr}(G\,dG_0^{-1})$. The variation of $v$ gives
\begin{equation}
\tfrac12\,n\,dv\,n+\tfrac12\,\mathrm{tr}(v^{-1}dv)-\tfrac12\,\mathrm{tr}(v^{-1}Wv^{-1}dv)
=\tfrac12\,n\,dv\,n+\tfrac12\,\mathrm{tr}(\chi\,dv),
\end{equation}
because $v^{-1}(v-W)v^{-1}=\chi$. These two pieces together are exactly Eq.~(\ref{dOmega}), so they cancel in $d\Psi$. The variation of $G$ gives
\begin{equation}
2\,\mathrm{tr}(G^{-1}dG)-2\,\mathrm{tr}(G_0^{-1}dG)+\sum_i(vn)_i\,2\,dG_{ii}
=-2\,\mathrm{tr}(\Sigma\,dG)+2\,\mathrm{tr}(\Sigma_HdG),
\end{equation}
which is $-2\,\mathrm{tr}(\Sigma^{xc}dG)$. The variation of $W$ gives $-\tfrac12\mathrm{tr}(W^{-1}dW)+\tfrac12\mathrm{tr}(v^{-1}dW)=\tfrac12\mathrm{tr}(P\,dW)$. What survives is
\begin{equation}
d\Psi=2\,\mathrm{tr}(\Sigma^{xc}dG)-\tfrac12\,\mathrm{tr}(P\,dW).
\label{dPsi}
\end{equation}
Wherever the map $(G_0,v)\to(G,W)$ can be inverted, $G$ and $W$ are good coordinates and $\Psi=\Psi[G,W]$. Per spin, $\Sigma^{xc}=\delta\Psi/\delta G$ and $P=-2\,\delta\Psi/\delta W$. The constant is fixed as well. For $v\to0$ the Gaussian integral gives $\Omega=-2\ln\det(-G_0^{-1})=2\,\mathrm{tr}\ln(-G_0)$, while $Wv^{-1}\to1$ and $F$ tends to the same value, so $\Psi\to0$.

Now regard $\Gamma[G,W]=F+\Psi[G,W]$ at fixed $G_0,v$ as a function of free $G$ and $W$. The variations above hold without using the Dyson equations if one keeps $G_0^{-1}-G^{-1}-\Sigma_H$ and $v^{-1}-W^{-1}$ as they stand. Then $\delta\Gamma=0$ reads
\begin{equation}
G^{-1}=G_0^{-1}-\Sigma_H-\Sigma^{xc}[G,W],\qquad W^{-1}=v^{-1}-P[G,W],
\label{dyson}
\end{equation}
with $\Sigma^{xc}$ and $P$ now the derivatives of $\Psi$. An approximation is a choice of $\Psi$, and that one choice fixes both $\Sigma^{xc}$ and $P$.

Q. A definition by subtraction tells me nothing about what is inside. Where is GW in this, with its signs and factors?

A. All terms follow from the density cumulants of the Gaussian theory. A source $\phi_in_i$ turns $-G_0^{-1}$ into $-G_0^{-1}+\phi$, hence
\begin{equation}
\ln\langle e^{-\phi n}\rangle_0=2\,\mathrm{tr}\ln(1-G_0\phi)=-2\sum_{m\ge1}\frac1m\,\mathrm{tr}(G_0\phi)^m .
\end{equation}
The left side is $\sum_m(-1)^m\kappa_m\phi^m/m!$. Symmetrizing the trace over $m!$ orderings of the points produces each of the $(m-1)!$ cyclic orders $m$ times, which gives
\begin{equation}
\kappa_m=-2(-1)^m\sum_{\text{cyclic orders}}G_0G_0\cdots G_0 .
\label{kappa}
\end{equation}
So $\kappa_1=2G_{0,ii}$ and $\kappa_2=-2G_{0,ij}G_{0,ji}$. The perturbation series is $\Omega=\Omega_0-\sum_m(-1)^m\langle S_{\rm int}^m\rangle_c/m!$, where each average is a sum of products of cumulants linked by $v$ lines. Every term is a diagram whose vertices each carry one incoming fermion line, one outgoing fermion line and one end of an interaction line, with a coefficient that is a pure number.

Two structural facts carry over to $\Psi$. First, $\Sigma^{xc}$ and $P$ are series of such diagrams in $G_0$ and $v$. Substituting $G_0=(G^{-1}+\Sigma)^{-1}=G-G\Sigma G+\dots$ and $v=(W^{-1}+P)^{-1}=W-WPW+\dots$ again and again replaces lines by chains of such diagrams, so the vertex rule survives, and by Eq.~(\ref{dPsi}) $\Psi$ is a sum of closed diagrams in $G$ and $W$ with the same rule. Second, these closed diagrams are skeletons. The Dyson equation $G=G_0+G_0\Sigma G_0+\dots$ is a geometric series, so $\Sigma$ holds only pieces whose two ends cannot be separated by cutting one fermion line. If a term of $\Psi$ fell apart on cutting two $G$ lines, removing the first would give a term of $\Sigma^{xc}$ that falls apart on cutting the second. No such term exists. In the same way $P$ cannot be separated by cutting one interaction line, so no term of $\Psi$ falls apart on cutting two $W$ lines. A term that falls apart on cutting one $W$ line would give a disconnected term of $P$, which the subtraction of $\langle n\rangle\langle n\rangle$ in $\chi$ excludes.

The coefficients can be read from the series of $\Omega$. Write $\Omega=F+\Psi$ with $G=G_0+\delta G$ and $W=v+\delta W$. The fermionic and bosonic logarithm-and-trace groups in $F$ are stationary at $G_0$ and $v$, so they begin at second order in $\delta G$ and $\delta W$. Every term that contains $\delta G=G_0\Sigma G$ or $\delta W=vPW$ has an insertion that two cuts detach. The terms of $\Omega-\Omega_0$ without insertions are therefore the Hartree energy and $\Psi[G_0,v]$.

At first order $\langle S_{\rm int}\rangle=\tfrac12v_{ij}(\kappa_1\kappa_1+\kappa_2)$. The first term is the Hartree energy and the second gives
\begin{equation}
\Psi_{GW}[G,W]=-\sum_{ij}G_{ij}G_{ji}W_{ij}.
\end{equation}
Varying either $G$ gives the same contribution because $W$ is symmetric, so $d\Psi_{GW}=-2\sum G_{ij}W_{ij}\,dG_{ji}-\sum G_{ij}G_{ji}\,dW_{ij}$. Comparison with Eq.~(\ref{dPsi}) yields
\begin{equation}
\Sigma^{GW}_{ij}=-G_{ij}W_{ij},\qquad P^{GW}_{ij}=2\,G_{ij}G_{ji}.
\end{equation}
At second order the prefactor is $-\tfrac12\cdot\tfrac14=-\tfrac18$, multiplying $v_{12}v_{34}$. The product $\kappa_2\kappa_2$ is a ring that two interaction cuts detach, and products with $\kappa_1$ are tadpoles. In $\kappa_4=-2\sum(\dots)$ four of the six cyclic orders place the ends of one $v$ line next to each other, which is an exchange insertion. The two orders $1324$ and $1423$ have crossed lines and are equal after relabelling. The coefficient is $(-\tfrac18)(-2)(2)=+\tfrac12$:
\begin{equation}
\Psi_2=\tfrac12\sum G_{ik}G_{kl}G_{lj}G_{ji}W_{il}W_{kj},\qquad
\Sigma^{(2)}_{ij}=\sum_{kl}G_{ik}G_{kl}G_{lj}W_{il}W_{kj}.
\label{psi2}
\end{equation}
The self-energy follows because the four $G$ lines are equivalent, $\tfrac12\cdot4=2$.

At third order the prefactor is $+\tfrac16\cdot\tfrac18=\tfrac1{48}$. In $\kappa_6=-2\sum(\dots)$ the six points sit on a hexagon. Of the ways to pair the corners, four have no pair of neighbours: corner 1 with 3 forces (25)(46); corner 1 with 5 is the mirror image; corner 1 with 4 allows (25)(36) or (26)(35). One of these is the triple crossing $T$, with $W_{14}W_{25}W_{36}$, and the other three are rotations of the chain $C$, with $W_{13}W_{25}W_{46}$. Each pairing can be labelled in $3!\,2^3=48$ ways, and six rotations give the same cyclic order, so it accounts for 8 cyclic orders. The coefficients are $\tfrac1{48}(-2)(8)=-\tfrac13$ and $\tfrac1{48}(-2)(24)=-1$. The only other skeleton is $\kappa_3\kappa_3$ with all three lines running between the two triangles. There are $2^3/2=4$ ways to split the points. For symmetric $G$ both orientations of a triangle are equal, so each $\kappa_3$ is $2\cdot2=4$ times the triangle, and the coefficient is $4\cdot16/48$. Calling this diagram $L$,
\begin{equation}
\Psi_3=-\tfrac13T-C+\tfrac43L\qquad(G=G^{T}).
\end{equation}

Q. This is a good deal of counting. How can any of it be checked when the exact $\Psi$ is unknown?

A. It is known in a model where the index $i$ has no time part. None of the steps above used the meaning of $i$, so the diagrams and their weights are the same. Put $G_0^{-1}=-A$ on three sites. The variables $x_a=\bar c_ac_a$, one per site and spin, commute and square to zero, so $e^{-S_{\rm int}}=\prod_{a<b}(1-v_{ab}x_ax_b)$ is a finite polynomial. Expanding $\int e^{-\bar c(A+\phi)c}=\det(A+\phi)$ in the diagonal source $\phi$ shows that the integral of $\prod_{a\in\mathcal S}x_a$ is $(-1)^{|\mathcal S|}$ times the minor of $A$ with the set $\mathcal S$ struck out. This gives $\Omega$, $G$ and $W$ exactly, and a numerical inversion of $(A,v)\to(G,W)$ gives $\Psi=\Omega-F$. The model is a check on algebra and is not a physical system. For positive $A$ the ``density'' $2G_{ii}$ is negative, and $P^{GW}=2G_{ij}^2$ is positive, so $W$ exceeds $v$. With time, $g(\tau)<0$ and $g(-\tau)=-g(\beta-\tau)>0$ for $0<\tau<\beta$, so the local bubble is negative and screens.

One site can be done by hand. With $A=a$ and $v=u$ one has $\tfrac12un^2=u\,x_\uparrow x_\downarrow$, and the coefficient of $x_\uparrow x_\downarrow$ in $e^{-S}$ is $Z=a^2-u$. Then $n=-\partial_a\ln Z$ and $\chi=\partial_a^2\ln Z=2/Z-4a^2/Z^2$. With $y=u/a^2$,
\begin{equation}
g=-\frac{1}{a(1-y)},\qquad \chi=-\frac{2(1+y)}{a^2(1-y)^2},\qquad
\Sigma=-a-\frac1g=-\frac ua .
\end{equation}
From $g^2u=y/(1-y)^2$ and $w=u(1-u\chi)$, where $1-u\chi=[(1-y)^2+2y(1+y)]/(1-y)^2=(1+3y^2)/(1-y)^2$,
\begin{align}
x\equiv g^2w&=\frac{y(1+3y^2)}{(1-y)^4}=y+4y^2+13y^3+32y^4+\dots,\label{xy}\\
g\Sigma^{xc}&=g(\Sigma-2ug)=\frac{y}{1-y}-\frac{2y}{(1-y)^2}=-\frac{y(1+y)}{(1-y)^2}\nonumber\\
&=-y-3y^2-5y^3-7y^4-\dots\label{gs}
\end{align}
Squaring Eq.~(\ref{xy}) gives $x^2=y^2+8y^3+42y^4+\dots$, so $-x+x^2=-y-3y^2-5y^3+10y^4$. This agrees with Eq.~(\ref{gs}) through $y^3$, and the remainder is $-17y^4$. Hence $g\Sigma^{xc}=-x+x^2-17x^4+\dots$ A diagram of order $m$ has $2m$ fermion lines, so $\Psi=\sum c_mx^m$, and Eq.~(\ref{dPsi}) gives $g\,\partial_g\Psi=\sum2mc_mx^m=2g\Sigma^{xc}$. Therefore
\begin{equation}
\Psi_{\rm one\ site}=-x+\tfrac12x^2-\tfrac{17}{4}x^4+\dots,
\end{equation}
in agreement with the weights $-1$, $+\tfrac12$ and $-\tfrac13-1+\tfrac43=0$ found from the counting.

The numerical check at the end tests these results with the matrices $G$, $W$ and the probe direction $X$ listed there. Finite differences of the exact $\Psi$ along $X$ give $-0.0167676$ in $G$ and $0.0092858$ in $W$, equal to $2\,\mathrm{tr}(\Sigma^{xc}X)$ and $-\tfrac12\mathrm{tr}(PX)$ in all printed digits. Orders are measured by halving a small parameter and taking the binary logarithm of the ratio of remainders. On one site the remainder after $x^2/2$ has order $3.947$, and its extrapolated coefficient is $-4.24$, close to $-17/4$. On three sites, with $W\to sW$, the remainder after $\Psi_{GW}+\Psi_2+\Psi_3$ has order $3.968$. The cubic coefficient is $0.00064$ from the exact $\Psi$ and $0.00067$ from the diagrams. It is small because the weights $-\tfrac13$, $-1$ and $+\tfrac43$ sum to zero, so every contribution common to $T$, $C$ and $L$ cancels. This holds for the local parts, and also for the terms with one vertex on site $j$ and five on site $i$, which equal $6G_{ij}^2W_{ij}G_{ii}^4W_{ii}^2$ in each diagram. It holds as well for two vertices off site $i$, because each diagram has six vertex pairs joined by a $G$ line, three joined by a $W$ line and six not joined. For the listed matrices these three classes amount to $0.0317$, $0.0092$ and $0.0059$ in each diagram, and the net coefficient comes from terms with three or more vertices off the main site. The tolerance of that test is a sizeable fraction of so small a number, so it mainly confirms the cancellation.

The functional $\Psi$ depends on $G$ and $W$ alone, and its skeleton diagrams, with GW as the first-order term, have definite weights that were checked in an exactly solvable model. It remains to say which part of these diagrams is local, and what GW and an impurity model have in common.

All numerical values are calculated from the stated model.
